# Does zigzagging a head-to-head domain wall remove its bound charge?

## Question

I am modelling a ferroelectric hafnia capacitor with a head-to-head domain wall roughly parallel to the electrodes. A flat wall has a bound charge density of twice the polarization. If the wall folds into a steep zigzag, its facets become nearly parallel to the polar axis, and a wall parallel to that axis is neutral.

Does the zigzag therefore remove most of the bound charge, so that far fewer electrons are needed to screen it? If not, why would the wall fold at all?

## Answer

No. The facets do carry less charge per unit of their own area, but there is more facet area, and the two factors cancel. What folding changes is where the charge sits, and with it the electrostatic energy.

### Counting the charge on a facet

Let the polar axis be $x$, with polarization $+P\hat{\mathbf x}$ to the left of the wall and $-P\hat{\mathbf x}$ to the right. Bound charge density is $\rho_b=-\nabla\cdot\mathbf P$. Integrate it over a thin pillbox around a facet whose unit normal $\mathbf n$ points from left to right at angle $\theta$ to $x$:

$$
\sigma=(\mathbf P_{\rm left}-\mathbf P_{\rm right})\cdot\mathbf n
=2P\,\hat{\mathbf x}\cdot\mathbf n=2P\cos\theta .
$$

This is charge per **actual** wall area. A facet of area $dA$ covers $dA_\perp=\cos\theta\,dA$ when projected along $x$, so

$$
\sigma\,dA=2P\cos\theta\,\frac{dA_\perp}{\cos\theta}=2P\,dA_\perp .
$$

The angle has dropped out. For a symmetric zigzag of peak-to-trough depth $W$ and period $L$, each facet advances by $W$ along $x$ over a lateral distance $L/2$, so $\tan\theta=2W/L$.

Take $P=20\ \mu\mathrm{C/cm^2}$, $W=6$ nm and $L=4$ nm. Then $\tan\theta=3$, $\theta=71.6^\circ$ and $\cos\theta=0.316$. The facet density is $40\times0.316=12.6\ \mu\mathrm{C/cm^2}$, the area ratio is $1/0.316=3.16$, and their product is again $40\ \mu\mathrm{C/cm^2}$.

Your limit of a neutral facet fits this. As $L\to0$ at fixed $W$, $\sigma$ tends to zero while the area grows as $1/\cos\theta$. The product stays at $2P$.

### Why other shapes do not escape

Enclose the wall in a box with its end faces inside the two uniform domains, and let the structure repeat laterally so that the side fluxes cancel. The divergence theorem gives

$$
Q_b=-\int\nabla\cdot\mathbf P\,dV=-\oint\mathbf P\cdot d\mathbf A .
$$

On the left face the outward normal is $-\hat{\mathbf x}$ and the polarization is $+P\hat{\mathbf x}$, so the flux is $-PA_\perp$. On the right face both signs are reversed, and the flux is again $-PA_\perp$. Hence

$$
Q_b=2PA_\perp .
$$

Nothing was assumed about the interior. The wall may be diffuse, and the polarization may rotate within it.

Two shapes show how the charge can be rearranged:

- **Square wave.** The legs parallel to $x$ are neutral. The caps have $\theta=0$, carry $2P$, and together cover the whole projected area.
- **Overhangs.** Where the wall folds back on itself, $\cos\theta<0$ and that part is tail-to-tail, with negative charge. Take the profile $x=(3\ \mathrm{nm})\sin u$, $y=(L/2\pi)(u+1.5\sin u)$, which runs backwards in $y$ where $\cos u<-2/3$. Per projected area its positive parts carry $43.53$ and its negative parts $-3.53\ \mu\mathrm{C/cm^2}$. The net is $40\ \mu\mathrm{C/cm^2}$, so this folding creates extra charge of both signs.

The conditions matter. If the polarization magnitudes at the two faces differ, $2P$ becomes their sum. If the zigzag tips reach an electrode, part of the wall's projected area is lost from the film. The box must also exclude the film's outer surfaces, which carry bound charge of their own.

### The field outside the zigzag

Now put the wall in a film of thickness $d$ between shorted electrodes at $x=0$ and $x=d$, without free charge in the film. Split the polarization into a fixed spontaneous part $\pm P_s$ and a linear response contained in $\varepsilon=\varepsilon_0\varepsilon_r$. The source charge is then $2P_s$ per projected area.

Average Gauss's law over $y$. The lateral derivative averages to zero by periodicity, leaving $\varepsilon\,d\bar E/dx=\bar\rho(x)$, where $\int\bar\rho\,dx=2P_s$. Let $E_L$ be the mean field at the left electrode. Then

$$
\bar E(x)=E_L+\frac1\varepsilon\int_0^x\bar\rho(x')\,dx' .
$$

Shorted electrodes require $\int_0^d\bar E\,dx=0$. In the double integral, charge at $x'$ contributes over the remaining length $d-x'$, so

$$
0=E_Ld+\frac1\varepsilon\int_0^d\bar\rho(x')(d-x')\,dx'
=E_Ld+\frac{2P_s}{\varepsilon}(d-\bar x),
$$

where $\bar x$ is the mean wall position. Thus

$$
E_L=-\frac{2P_s}{\varepsilon}\left(1-\frac{\bar x}{d}\right),\qquad
E_R=E_L+\frac{2P_s}{\varepsilon}=\frac{2P_s}{\varepsilon}\frac{\bar x}{d}.
$$

Only the mean position enters, not the facet angle. For a wall centred at $\bar x=d/2$, the fields are $\mp P_s/\varepsilon$: they point away from the positive wall and oppose the polarization on both sides.

With $P_s=20\ \mu\mathrm{C/cm^2}$, $\varepsilon_r=30$ and $d=10$ nm, this is $7.53$ MV/cm. A two-dimensional Poisson solution gives that mean outer field for the flat, zigzag and square-wave walls alike. For the zigzag, the field along the electrode departs from its mean by at most about $1.7\,\%$.

There is a point of bookkeeping here. The actual polarization in the left domain includes the response to the field:

$$
P_{\rm face}=P_s+(\varepsilon-\varepsilon_0)\left(-\frac{P_s}{\varepsilon}\right)
=\frac{\varepsilon_0}{\varepsilon}P_s=\frac{P_s}{\varepsilon_r}.
$$

The total bound charge of this unscreened wall is therefore $2P_s/\varepsilon_r=1.33\ \mu\mathrm{C/cm^2}$. It is still twice the polarization actually present at the faces. When free charge removes the outer field, $P_{\rm face}=P_s$ and the bound charge is $40\ \mu\mathrm{C/cm^2}$. Neither value depends on the zigzag.

### What the wall gains by folding

Straight facets spread their charge evenly over depth, so $\bar\rho=2P_s/W$ within the zigzag. With $\xi=x-d/2$, the mean field there is $\bar E=2P_s\xi/(\varepsilon W)$, which rises linearly between the two outer values.

The mean potential at mid-film, relative to the electrodes, is the outer field times the outer distance $(d-W)/2$, plus half that field times $W/2$:

$$
\bar\phi_{\rm mid}=\frac{P_s}{\varepsilon}\left(\frac{d-W}{2}+\frac W4\right)
=\frac{P_s}{\varepsilon}\left(\frac d2-\frac W4\right).
$$

It falls from $0.753\times5=3.765$ V for the flat wall to $0.753\times3.5=2.64$ V, with the field in V/nm and the distance in nm.

The energy of the mean field, per projected area, is

$$
\bar U=\frac\varepsilon2\left(\frac{P_s}{\varepsilon}\right)^2
\left[(d-W)+\int_{-W/2}^{W/2}\left(\frac{2\xi}{W}\right)^2d\xi\right].
$$

The integral equals $W/3$, so

$$
\bar U=\frac{P_s^2}{2\varepsilon}\left(d-\frac{2W}{3}\right).
$$

For the flat wall, $W=0$ and $\bar U=0.753\ \mathrm{J/m^2}$. For the zigzag, $\bar U=0.6\times0.753=0.452\ \mathrm{J/m^2}$. The lateral variations of the field average to zero, so their cross term with $\bar E$ vanishes and their squares add a positive energy. The Poisson solution gives a total of $0.477\ \mathrm{J/m^2}$ on its grid ($0.478$ in the continuum limit), which is $63\,\%$ of the flat-wall value.

The square wave does better still, at $0.342\ \mathrm{J/m^2}$. Its caps form two planes, each with mean charge $P_s$, so the mean field between them is zero. Lower energy is thus compatible with unchanged total charge.

Folding also costs wall energy. Suppose the wall energy per actual area, $\gamma$, is independent of orientation. At this fixed geometry and without screening, the zigzag beats the flat wall if

$$
\gamma<\frac{0.753-0.477}{3.16-1}\ \mathrm{J/m^2}\approx0.13\ \mathrm{J/m^2}.
$$

This comparison keeps the mean wall position at mid-film. For an unscreened flat wall at $\bar x$, the field energy is $2P_s^2\bar x(d-\bar x)/(\varepsilon d)$, which is largest at mid-film. Such a wall could therefore also lower its energy by sliding towards an electrode. The result shows that folding is favourable at a fixed mean position if $\gamma$ lies below this threshold, not that a free wall must fold. Nor should the value be used for a screened wall: free charge near the wall reduces the field energy that folding could save, and the energy of the electrons themselves must then be counted too.

### How many electrons are needed

To cancel the mean outer field, negative free charge of $2P_s$ per projected area is required, with the same mean position as the wall (an offset $\delta$ leaves a field $2P_s\delta/(\varepsilon d)$, or $1.5$ MV/cm per nm here):

$$
N=\frac{2P_s}{q}=\frac{0.40\ \mathrm{C/m^2}}{1.602\times10^{-19}\ \mathrm C}
=2.5\times10^{14}\ \mathrm{cm^{-2}} .
$$

If you used the facet density by mistake and supplied $2P_s\cos\theta$ per projected area, centred at mid-film, the source left over would be $2P_s(1-\cos\theta)$. The outer field would be

$$
(1-\cos\theta)\frac{P_s}{\varepsilon}=0.684\times7.53=5.15\ \mathrm{MV/cm}.
$$

The zigzag does spread the positive charge over a greater depth, and the electrons can follow it. If they fill the depth $W=6$ nm evenly, their density is $n=N/W=4.2\times10^{20}\ \mathrm{cm^{-3}}$. For free electrons with two spin states, filling a sphere of radius $k_F$ gives $n=2\,(4\pi k_F^3/3)/(2\pi)^3=k_F^3/3\pi^2$, hence

$$
E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m}\approx0.41\ \mathrm{eV}
$$

for an assumed mass $m=0.5\,m_0$. This is the bulk formula; hard-wall confinement to 6 nm would raise it to about $0.46$ eV. This far exceeds $k_BT=0.031$ eV at 358 K, so the gas is degenerate and Boltzmann statistics would be unsuitable.

### Reading this for a real hafnia film

The polarization, permittivity and thickness are rough values in the regime of ferroelectric hafnia films; the zigzag dimensions are chosen for illustration. The unscreened field of $7.5$ MV/cm is far from an operating condition: it is about $1.9$ times a rough breakdown field of 4 MV/cm and $7.5$ times a rough coercive field of 1 MV/cm. At least one assumption of the unscreened model must therefore fail: the absence of free charge, the absence of switching, or the linear response, which here would have to cancel nearly all of $P_s$. If the outer field is to stay below that coercive field in this centred geometry, at least $1-1/7.5\approx87\,\%$ of the source charge must be compensated, zigzag or not. Conduction-band electrons from the electrodes cannot supply that much across a rough 2 eV barrier. They stay only where the potential has risen by 2 V, and for the flat wall that rise must happen within $d/2=5$ nm. In equilibrium the outer field therefore stays above $2/5=0.4$ V/nm, or 4 MV/cm, and at most $1-4/7.53\approx47\,\%$ of the charge is compensated this way; the zigzag, with its lower potential, holds fewer electrons still. The tunnelling distance, $2/0.753=2.7$ nm at the unscreened field, grows as charge arrives and reaches the flat wall at that same point. Compensation near $87\,\%$ needs other negative charge, such as electrons in states deep in the gap or charged defects, or a much lower barrier. Dielectric anisotropy matters less here: doubling the lateral permittivity lowers the zigzag energy from $0.477$ to $0.466\ \mathrm{J/m^2}$ and leaves the mean outer field unchanged.

For your model, use $2P_s\cos\theta$ when placing source charge on the actual facets, and $2P_s$ when budgeting screening charge per electrode area. The remaining values are in the numerical output below.

## Numbers as computed

```
polarization P: 20.0 uC/cm2
relative permittivity: 30
film thickness d: 10.0 nm
zigzag depth W: 6.0 nm
zigzag period L: 4.0 nm
facet normal angle theta: 71.57 deg
cos(theta): 0.3162
actual/projected area: 3.1623
charge per actual area: 12.649 uC/cm2
times area ratio: 40.000 uC/cm2
diffuse rotating wall, projected: 40.000 uC/cm2
overhanging wall, area ratio: 3.534
overhanging wall, positive part: 43.53 uC/cm2
overhanging wall, negative part: -3.53 uC/cm2
overhanging wall, net: 40.000 uC/cm2
outer field, flat wall: 7.529 MV/cm
outer mean field, zigzag: 7.529 MV/cm
outer mean field, square wave: 7.529 MV/cm
lateral ripple at electrode: 1.7 % of mean
uncompensated total bound charge: 1.333 uC/cm2
field if only 2P cos supplied: 5.148 MV/cm
field if 2P supplied, below: 0.0075 MV/cm
mid-film potential, flat: 3.765 V
mid-film mean potential, zigzag: 2.635 V
field energy, flat: 0.7529 J/m2
field energy, zigzag, mean field: 0.4518 J/m2
field energy, zigzag, total: 0.4773 J/m2
same on coarser grid: 0.4769 J/m2
zigzag/flat energy: 0.6339
field energy, square wave: 0.3419 J/m2
carriers needed, projected: 2.497e+14 cm^-2
carriers averaged over depth W: 4.161e+20 cm^-3
rough breakdown field: 4.0 MV/cm
outer field/breakdown: 1.88
rough coercive field: 1.0 MV/cm
outer field/coercive: 7.53
rough band gap: 5.7 eV
flat-wall potential energy/gap: 0.66
rough electrode barrier: 2.0 eV
tunnel length, flat wall: 2.66 nm
tunnel exponent, flat wall: 18.1
rough effective mass: 0.50 m0
Fermi energy of carriers: 0.406 eV
temperature: 358 K
thermal energy kT: 0.0309 eV
zigzag energy, eps_y doubled: 0.4658 J/m2
outer field, eps_y doubled: 7.529 MV/cm
break-even wall energy: 0.1275 J/m2
```
